# Unscreening, Core–Valence Exchange–Correlation, and the Nonlinear Core Correction

## The form of the error

A pseudopotential is built in one reference state of an atom and used in others. Let $n_c$ be the fixed core density, $n_0$ the valence density of the reference state, $n_v$ that of a new state, and $\delta=n_v-n_0$. The error caused by treating core–valence exchange–correlation with a fixed potential must vanish in three cases: when there is no core, when $\delta=0$, and to first order in $\delta$ if the potential is correct in the reference state. For a smooth functional its leading form is therefore quadratic in $\delta$, with a coefficient that is a difference between a quantity with the core and the same quantity without it.

For local exchange, dimensions fix this coefficient up to a number. The exchange energy of a uniform gas in its Fermi-sea determinant contains the Coulomb constant $k=e^2/(4\pi\varepsilon_0)$, in J m, and the density, but neither $\hbar$ nor the electron mass. Its energy per volume must be proportional to $k\,n^{4/3}$, and its second density derivative to $k\,n^{-2/3}$. Hence

$$R\sim k\int d^3r\;\delta^2\left[n^{-2/3}-(n_c+n)^{-2/3}\right],$$

where $n$ is a valence density between $n_0$ and $n_v$. The theorem below supplies the exact expression, the sign and the factor.

## Setting and assumptions

1. The core orbitals are frozen, and the valence orbitals are orthogonal to them.
2. $n_0$ and $n_v$ are at first true valence densities, with all their inner nodes. Pseudo-orbitals are treated later.
3. $E_{xc}$ is twice differentiable along the path $n_0+t\delta$, $0<t<1$. At the end points its potential is finite, and the integral in the theorem converges.

Potentials are potential energies in joules. I write $v_{xc}=\delta E_{xc}/\delta n$ and $f_{xc}=\delta^2E_{xc}/\delta n\,\delta n'$. For spin-polarised states every density carries a spin index, and repeated spin indices are summed; the core contributes $n_c/2$ to each spin.

Because the orbitals are orthogonal, the noninteracting kinetic energy is a sum $T_c+T_v$. The Hartree energy

$$E_H[n]=\frac{k}{2}\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$$

is quadratic. Its two cross terms are equal, so

$$E_H[n_c+n_v]=E_H[n_c]+E_H[n_v]+\int v_H[n_c]\,n_v\,d^3r .$$

With $v_{ext}$ the nuclear attraction, the total electronic energy is then

$$E=C+T_v+\int\left(v_{ext}+v_H[n_c]\right)n_v\,d^3r+E_H[n_v]+E_{xc}[n_v]+D[n_v],$$

$$D[n_v]=E_{xc}[n_c+n_v]-E_{xc}[n_v],\qquad C=T_c+\int v_{ext}n_c\,d^3r+E_H[n_c].$$

Apart from the orthogonality of the orbitals, which enters through $T_v$, the core acts on the valence electrons through a term linear in $n_v$ and through $D$. Of these two terms, only $D$ can be nonlinear in $n_v$.

## Lemma 1: unscreening takes the tangent of $D$

**Statement.** The unscreened potential replaces $D[n_v]$, up to a constant, by its first-order Taylor expansion about $n_0$.

**Proof.** The screened potential of the reference atom is

$$v_{scr}=v_{ext}+v_H[n_c+n_0]+v_{xc}[n_c+n_0].$$

Unscreening subtracts the potentials of the valence density alone:

$$v_{ion}=v_{scr}-v_H[n_0]-v_{xc}[n_0].$$

Since $v_H$ is linear, $v_H[n_c+n_0]-v_H[n_0]=v_H[n_c]$, and

$$v_{ion}=v_{ext}+v_H[n_c]+w_0,\qquad w_0=v_{xc}[n_c+n_0]-v_{xc}[n_0].$$

Differentiating $D$ at fixed $n_c$ gives $\delta D/\delta n_v=v_{xc}[n_c+n_v]-v_{xc}[n_v]$, which equals $w_0$ at $n_v=n_0$. The valence-only energy is

$$E_{val}=T_v+\int v_{ion}n_v\,d^3r+E_H[n_v]+E_{xc}[n_v].$$

Compared with $E$, it has $\int w_0n_v\,d^3r$ in place of $D[n_v]$, and lacks the constant $C$. Measured from the reference state, $D[n_v]$ has thus become $D[n_0]+\int w_0\,\delta\,d^3r$. ∎

**Remark: what is linear.** Unscreening does not set $E_{xc}[n_c+n_v]=E_{xc}[n_c]+E_{xc}[n_v]$. That would make $D$ constant and $w_0$ zero, whereas $w_0$ is kept. The approximation is linear in the valence density about $n_0$.

Additivity appears in a different place, in the demand that the potential be transferable. Suppose $w[n_v]=v_{xc}[n_c+n_v]-v_{xc}[n_v]$ were the same for every $n_v$. Its value at $n_v=0$, with $v_{xc}[0]=0$ as in the local density approximation, would give

$$v_{xc}[n_c+n_v]=v_{xc}[n_c]+v_{xc}[n_v].$$

An $n_v$-independent ionic potential therefore treats the exchange–correlation *potential* as if it were additive in core and valence densities. A term proportional to $n^{1/3}$ is not.

## Theorem 1: the error of unscreening

**Statement.** Let $R$ be the true energy change from the reference state minus the change given by the unscreened potential, for the same valence orbitals. Then

$$R=\int_0^1dt\,(1-t)\iint\delta(\mathbf r)\left\{f_{xc}[n_c+n_0+t\delta]-f_{xc}[n_0+t\delta]\right\}(\mathbf r,\mathbf r')\,\delta(\mathbf r')\,d^3r\,d^3r'.$$

**Proof.** In the difference of the two energy changes, the kinetic, external and Hartree terms cancel, as does $E_{xc}[n_v]$. Lemma 1 leaves

$$R=D[n_v]-D[n_0]-\int w_0\,\delta\,d^3r .$$

Put $g(t)=D[n_0+t\delta]$. By the chain rule $g'(0)=\int w_0\delta\,d^3r$, so $R=g(1)-g(0)-g'(0)$. Integration by parts gives

$$\int_0^1(1-t)g''(t)\,dt=\left[(1-t)g'(t)\right]_0^1+\int_0^1g'(t)\,dt=-g'(0)+g(1)-g(0)=R .$$

The second derivative $g''(t)$ is the double integral in the statement, because the second functional derivative of $D$ is $f_{xc}[n_c+n]-f_{xc}[n]$. ∎

The end point needs care when a spin density is emptied. There the exchange kernel grows as $(1-t)^{-2/3}$, but the weight turns this into $(1-t)^{1/3}$, which is integrable.

**Limits.** For small $\delta$ the kernel may be taken at $t=0$ if it is regular there. Since $\int_0^1(1-t)\,dt=\tfrac12$,

$$R\approx\frac12\iint\delta\left\{f_{xc}[n_c+n_0]-f_{xc}[n_0]\right\}\delta'\,d^3r\,d^3r'.$$

For a local functional, regions with $n_c=0$ contribute nothing. If $E_{xc}$ were quadratic in the density, $f_{xc}$ would not depend on the density and $R$ would vanish. This is why the Hartree term causes no error.

## Corollary 1: sign for local exchange

Write the local spin-density exchange energy as

$$E_x=-Ak\sum_\sigma\int n_\sigma^{4/3}\,d^3r,\qquad A>0 .$$

The sum over spins appears because exchange acts between equal spins. The sign is negative because the exchange energy of a determinant is minus a Coulomb self-repulsion of its density matrix. Two derivatives give

$$v_{x,\sigma}=-\frac43Ak\,n_\sigma^{1/3},\qquad f_{x,\sigma\sigma}=-\frac49Ak\,n_\sigma^{-2/3}.$$

With $n_\sigma(t)=n_{0\sigma}+t\delta_\sigma$, Theorem 1 becomes

$$R_x=\frac49Ak\sum_\sigma\int d^3r\,\delta_\sigma^2\int_0^1dt\,(1-t)\left[n_\sigma(t)^{-2/3}-\left(n_{c\sigma}+n_\sigma(t)\right)^{-2/3}\right]\ge0 .$$

The bracket is positive wherever there is core density. In local exchange, the unscreened energy of the changed state is therefore too low relative to the reference state.

Where $n_{c\sigma}\ll n_\sigma$, expansion gives a bracket of $\tfrac23n_{c\sigma}n_\sigma^{-5/3}$, proportional to the core density. Where $n_{c\sigma}\gg n_\sigma$, it saturates at $n_\sigma^{-2/3}$, and the amount of core density no longer matters.

**Spin polarisation.** Let the total density at a point be $N$ and the spin density $\mu$, so that $n_\sigma=(N\pm\mu)/2$. To second order in $\mu$, the exchange energy per volume changes by

$$2\cdot\frac12\left[-\frac49Ak\left(\frac N2\right)^{-2/3}\right]\left(\frac\mu2\right)^2=-\frac19Ak\left(\frac N2\right)^{-2/3}\mu^2 .$$

The true atom has $N=n_c+n_v$. In the valence-only calculation $N=n_v$, and the tangent potential from an unpolarised reference is the same for both spins, so it adds no correction. The energy gained by polarising is thus too large: the core that dilutes the polarisation is missing.

## Theorem 2: the nonlinear core correction

**Statement.** Keep a fixed model core $m(\mathbf r)\ge0$ inside the functional, using $E_{xc}[m+n_v]$ and

$$v_{ion}^{(m)}=v_{scr}-v_H[n_0]-v_{xc}[m+n_0].$$

The error $R_m$ has the form of Theorem 1 with $f_{xc}[n_0+t\delta]$ replaced by $f_{xc}[m+n_0+t\delta]$. It vanishes for $m=n_c$. For a local functional with $m=n_c$ outside a radius $r_p$, its integrand vanishes outside $r_p$.

**Proof.** Define $D_m[n_v]=E_{xc}[n_c+n_v]-E_{xc}[m+n_v]$. Its derivative at $n_0$ is $v_{xc}[n_c+n_0]-v_{xc}[m+n_0]$, which is the exchange–correlation part left in $v_{ion}^{(m)}$. The proof of Theorem 1 applies with $D_m$ in place of $D$. If $m=n_c$, the two kernels are equal. For a local functional they are equal at each point where $m=n_c$. ∎

For local exchange the bracket in $R_x$ becomes $(m_\sigma+n_\sigma)^{-2/3}-(n_{c\sigma}+n_\sigma)^{-2/3}$. Where both $m$ and $n_c$ are much larger than the valence density, both terms are small compared with the uncorrected $n_\sigma^{-2/3}$, even when $m$ and $n_c$ differ greatly. This is one reason why a smooth model core can suffice inside $r_p$. Another is that $m$ stays close to $n_c$ just inside $r_p$, where the two are joined. In between, where neither holds, any $m$ with $0<m\le n_c$ still makes the bracket smaller than the uncorrected one.

**Pseudo-orbitals.** Suppose pseudo and true valence densities agree outside a matching radius in both states. For a local functional the integrand there is unchanged. Inside, the unscreening functional is evaluated with a different, nodeless density, and the pseudized potential has its own transferability error. The theorems do not cover that part.

## Theorem 3: a frozen core in a wave function

**Statement.** Let the core be a closed-shell determinant with spatial orbitals $i,j$, and let the valence electrons be in any normalised state $\Phi_v$, correlated or not, built from orbitals $u,v$ orthogonal to the core. The antisymmetrised product has the energy

$$E=E_{core}+\sum_{uv}\left(h+2J_c-K_c\right)_{uv}\gamma_{uv}+\langle\Phi_v|V_{ee}|\Phi_v\rangle ,$$

$$\gamma_{uv}=\sum_\sigma\langle a^\dagger_{u\sigma}a_{v\sigma}\rangle,\quad (J_c)_{uv}=\sum_i(ii|uv),\quad (K_c)_{uv}=\sum_i(ui|iv).$$

Here $h$ is kinetic energy plus nuclear attraction, $V_{ee}$ is the electron repulsion, and, for real orbitals,

$$(pq|rs)=k\iint \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

**Proof.** The Hamiltonian is

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\frac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

The core is full on both sides of the expectation value, so each core electron removed must be put back in the same spin orbital. The one-body part gives $2\sum_ih_{ii}+\sum_{uv}h_{uv}\gamma_{uv}$. Two-body terms with four core indices give the core repulsion, so that

$$E_{core}=2\sum_ih_{ii}+\sum_{ij}\left[2(ii|jj)-(ij|ji)\right].$$

Four valence indices give $\langle V_{ee}\rangle$. With two core indices there are four cases.

- $p=q=i$: moving $a_{i\sigma}$ past two valence operators costs no sign. The sum over $\sigma$ gives a factor 2, and the result is $\frac12\cdot2\sum_i(ii|rs)\gamma_{rs}$.
- $r=s=i$: exchanging the names of the two electrons gives the same amount. Together these two cases give $2J_c$.
- $p=s=i$, which requires $\sigma=\tau$: $a^\dagger_{i\sigma}a^\dagger_{r\sigma}a_{i\sigma}a_{q\sigma}=-a^\dagger_{i\sigma}a_{i\sigma}a^\dagger_{r\sigma}a_{q\sigma}$. This gives $-\frac12\sum_i(iq|ri)\gamma_{rq}$.
- $r=q=i$: the same amount again, by exchange of names. Together these two cases give $-K_c$. ∎

**Corollary 2.** The core–valence energy is linear in $\gamma$, so its second derivative is zero and a fixed one-body operator represents it for every valence state. Unscreening Hartree–Fock shows the same. Its Coulomb and exchange operators are linear in the density matrix, and subtracting their valence parts from the full ones leaves $2J_c-K_c$, whatever the reference.

This is why the nonlinear core correction has no counterpart here. It repairs the curvature of $D$, which arises because exchange–correlation is written as a nonlinear functional of the total density. In a wave-function method, valence correlation is carried by $\Phi_v$ and the bare repulsion, and there is no functional into which a core density could be inserted.

**What a frozen core does leave out.** Let $P$ project on the frozen-core states and $Q=1-P$. The $Q$ part of $H\Psi=E\Psi$ gives $Q\Psi=(E-QHQ)^{-1}QHP\Psi$. Insertion in the $P$ part gives

$$\left[PHP+PHQ\,(E-QHQ)^{-1}QHP\right]P\Psi=E\,P\Psi .$$

Theorem 3 evaluates the first term. The second contains core relaxation, core–valence correlation and correlation within the core. Its effect on the valence electrons can be modelled by core-polarisation terms or reduced by moving core shells into the valence space. It is a different omission from the curvature of $D$.

Pseudo-orbitals add another. They alter the pair densities inside the core, and with them the two-electron integrals in $\langle V_{ee}\rangle$. Equal norm inside a sphere fixes the outer field of a spherical density, by Gauss's law, but not the repulsion within the sphere.

## Corollary 3: a corrected potential used in quantum Monte Carlo

From the two definitions of the ionic potential,

$$v_{ion}^{(m)}=v_{ion}-\left(v_{xc}[m+n_0]-v_{xc}[n_0]\right).$$

A density-functional calculation restores the subtracted term through $E_{xc}[m+n_v]$. A QMC Hamiltonian has no such functional. Relative to $v_{ion}$, and to first order at the reference density, the valence energy is shifted by

$$L=-\int\left(v_{xc}[m+n_0]-v_{xc}[n_0]\right)n_0\,d^3r .$$

In the local density approximation the added core makes $v_{xc}$ more negative in the example below, so $L>0$ and the valence electrons are bound more weakly than by $v_{ion}$.

## Worked example: strontium

Strontium has a $5s^2$ valence shell that overlaps its $4s$ and $4p$ core shells. The calculation is nonrelativistic, with Slater exchange, VWN correlation and 103 Gaussian basis functions. This basis is not complete. Near the basis limit, the ionisation energies and the errors $R$ and $R_m$ below move by up to 0.0003 eV, and the shifts $L$ by up to 0.01 eV (1.22 becomes 1.23 eV, and the 0.27 eV derived from it becomes 0.28 eV). The last digit shown is uncertain to that extent. The orbitals of the neutral atom are kept while one $5s$ electron is removed, so the ionisation energies below compare two treatments and do not predict experiment.

In the spin-averaged ion each spin holds half an electron. The true and unscreened ionisation energies are 6.132 and 6.049 eV, so

$$R=6.132-6.049\approx0.082\ \text{eV}$$

after rounding from the unrounded energies. In the spin-polarised ion,

$$R=5.966-5.824=0.142\ \text{eV}.$$

The kernel integral of Theorem 1 gives the same two values. The quadratic estimates, 0.066 and 0.098 eV, are too small by about 20% and 31% of $R$: removing half the valence charge is not a small change.

Polarising the ion lowers its true energy by $6.132-5.966=0.165$ eV, again from unrounded values, and its unscreened energy by $6.049-5.824=0.225$ eV. The excess of 0.060 eV has the sign derived for exchange. Exchange alone gives $R_x=0.072$ eV for the averaged ion and 0.231 eV for the polarised one. Correlation therefore adds 0.011 eV in the first case and removes 0.089 eV in the second, so the sign result of Corollary 1 must not be carried over to correlation.

Three model cores of the form $a\sin(br)/r$ inside $r_p$ were joined to $n_c$ with equal value and slope. The radius is the outermost point of the radial grid at which $n_c/n_0$ is at least the stated ratio. Grid points there are about 3% apart and the ratio falls steeply with $r$, so the actual ratios at $r_p$ are about 1.2, 3.7 and 14. The last three columns are the remaining error for the polarised ion, the share of the uncorrected $R$ arising outside $r_p$, and the shift $L$ for $5s^2$.

| $n_c/n_0$ | $r_p$ (pm) | $R_m$ (eV) | share | $L$ (eV) |
|---|---|---|---|---|
| 1 | 151 | 0.014 | 37% | 1.22 |
| 3 | 133 | 0.007 | 56% | 1.55 |
| 10 | 117 | 0.004 | 69% | 1.81 |

The shares are for a cut exactly at $r_p$; the numerical check counts the whole grid cell at $r_p$ as inside and prints values one to three points lower. With the largest radius, 63% of the uncorrected error arises inside $r_p$, yet the remaining error, all of which arises inside $r_p$, is only $0.0136/0.1423\approx10\%$ of the total uncorrected error, or about 15% of its inner part, $0.63\times0.1423\approx0.090$ eV. In this example the smooth core thus removes most of the inner error too.

The same cores show how far a corrected potential shifts the energy in QMC. The lost attraction for $5s^2$ is 1.2 to 1.8 eV, and 3.2 eV for the full core. The shift is linear in the valence density, so with fixed orbitals the ion carries half of it, and the ionisation energy is lowered by $L/2$: 0.6 to 0.9 eV, and 1.6 eV for the full core. This is several times the 0.14 eV error in the ionisation energy that the correction was meant to repair. These shifts are measured from $v_{ion}$ and are not themselves errors. A potential unscreened without a model core retains an exchange–correlation attraction of $-3.24$ eV for $5s^2$, which is $-L$ for the full core. The exact frozen-core exchange operator $-K_c$ gives $-2.56$ eV. Both are linear in the valence density matrix, so the ion carries half of each. Measured against $-K_c$, with core–valence correlation left out, $v_{ion}$ makes the ionisation energy 0.34 eV too large; 0.09 eV of this comes from the local correlation kept in $v_{ion}$, which $-K_c$ does not contain, and 0.25 eV from local exchange. The three model cores make it 0.27 to 0.57 eV too small, and the full core 1.28 eV too small.

The numerical check tests the error formula against complete energies on a separate grid, confirms that the exact-exchange error vanishes within numerical precision, and tests Theorem 3 on random correlated states.

## Numbers as computed

```
System: Sr, LDA (Slater + VWN), nonrelativistic, fixed orbitals
Basis functions: 103
Core electrons (integrated): 36.00000
Valence electrons (integrated): 2.00000
5s orbital energy: -3.588 eV
--- spin-averaged Sr+ ---
Ionisation energy, true frozen core: 6.1316 eV
Ionisation energy, unscreened: 6.0493 eV
Error R from definition: 0.0823 eV
Error R from kernel integral: 0.0823 eV
Exchange-only part of R: 0.0718 eV
Quadratic estimate of R: 0.0662 eV
Exact-exchange error, size: 0.000000 eV
--- spin-polarised Sr+ ---
Ionisation energy, true frozen core: 5.9664 eV
Ionisation energy, unscreened: 5.8241 eV
Error R from definition: 0.1423 eV
Error R from kernel integral: 0.1423 eV
Exchange-only part of R: 0.2312 eV
Quadratic estimate of R: 0.0976 eV
Exact-exchange error, size: 0.000000 eV
--- partial cores, error left for spin-polarised Sr+ ---
Core/valence ratio 1: r_p = 151.0 pm
  error left: 0.0136 eV
  share of uncorrected R outside r_p: 34.2 %
  attraction lost in QMC, 5s2: 1.220 eV
Core/valence ratio 3: r_p = 133.3 pm
  error left: 0.0067 eV
  share of uncorrected R outside r_p: 53.9 %
  attraction lost in QMC, 5s2: 1.550 eV
Core/valence ratio 10: r_p = 117.3 pm
  error left: 0.0039 eV
  share of uncorrected R outside r_p: 67.8 %
  attraction lost in QMC, 5s2: 1.813 eV
--- core-valence exchange energy, 5s2 ---
Exact exchange: -2.559 eV
Local exchange: -3.519 eV
Attraction lost in QMC, full core: 3.236 eV
--- frozen core with random correlated valence states ---
Largest departure from linearity: 1.2e-14 (model energy units)
```
